Layer Filling by Random Islands Growing at Constant Radial Speed

**1. Definitions and conventions**

A flat, unbounded substrate carries islands of a single layer. All islands nucleate at t = 0, at independent and uniformly distributed points. Their mean number per unit of total substrate area, covered or bare, is N. Each free edge advances radially at speed v and stops where it meets another island. The initial island size is neglected, no island nucleates later, and islands neither drift nor coarsen. The coverage θ(t) is the fraction of substrate under this first layer, averaged over the random patterns; islands on top of or beneath the layer do not count.

An unobstructed island has radius

R(t) = vt. (1)

The natural length and time are

L = 1/√(πN), τ = L/v. (2)

The result to be derived is

θ(t) = 1 − exp(−πNv²t²) = 1 − exp(−t²/τ²). (3)

It rests on conditions that growth does not automatically meet: uncorrelated nuclei, simultaneous nucleation and a constant speed. Sections 5 and 6 examine what happens without them.

**2. Stopped islands and overlapping discs**

Real islands do not pass through each other, whereas discs of radius R drawn around the nuclei overlap. The two pictures must be shown to cover the same area.

Take a point P whose nearest nucleus X lies at distance d. No island can reach P before the time d/v, because every front starts at least that far away. It remains to show that the front from X does arrive at d/v. Let Q be a point on the straight segment from X to P, at distance r from X. For any other nucleus Y, the triangle inequality gives

|YQ| ≥ |YP| − |PQ| ≥ d − (d − r) = r. (4)

The second inequality uses |YP| ≥ d, since X is nearest to P, and |PQ| = d − r. No other front can therefore reach Q before the front from X does. This holds all along the segment, so the path to P is never blocked. Hence

P is covered at time t if and only if some nucleus lies within R(t) of P. (5)

The covered area is thus the union of the discs. In this form the argument needs a common radius R(t) at each instant, but not a constant speed, a freedom used in Section 5.

As a numerical test, growth was followed along rays stopped at contact, for one pattern of 400 nuclei in a periodic square at R = 1.2L. The stopped islands covered 0.7664 of the area and the overlapping discs 0.7663.

**3. The probability that a point is bare**

By statistical uniformity, the mean covered fraction equals the probability that a given point P is covered. Place M independent nuclei in a periodic square of area A, with R at most half its side, so that a disc does not wrap onto itself. One nucleus lies within R of P with probability πR²/A and misses that disc with probability 1 − πR²/A. Independence lets the M probabilities be multiplied:

1 − θ = (1 − πR²/A)^M. (6)

Now let A and M grow with M/A = N fixed, and write x = πNR². Since πR²/A = x/M,

ln(1 − θ) = M ln(1 − x/M) = −x − x²/(2M) − … → −x. (7)

Therefore

θ = 1 − exp(−πNR²), (8)

and inserting R = vt gives equation (3).

The finite-number correction can matter. For five nuclei and R = 0.3 of the side, πR²/A = 0.09π = 0.2827, and equation (6) gives θ = 1 − (0.71726)⁵ = 0.8102. Direct sampling gave 0.8093, while equation (8) would give 0.7568. Equation (6) refers to a fixed number of nuclei. If the number in A instead follows a Poisson distribution of mean NA, averaging the bare probability gives

Σ_M e^(−NA) (NA)^M/M! · (1 − πR²/A)^M = e^(−NA) e^(NA − πNR²) = e^(−πNR²). (9)

The sum is the exponential series of NA(1 − πR²/A). Number fluctuations thus restore equation (8) for the average, even in the finite periodic square.

**Early times and overlap.** The quantity x = πNR² is the sum of all disc areas per unit substrate area, with overlaps counted repeatedly. It may exceed one. Expanding equation (8) gives

θ = x − x²/2 + … . (10)

The second term is the mean pair overlap. A given point lies in both of two chosen discs with probability (πR²/A)², so their mean common area is (πR²)²/A. There are M(M − 1)/2 pairs. Multiplying and dividing by A gives, for large M, N²(πR²)²/2 = x²/2. To this order, coverage is the summed disc area less the area counted twice.

**4. Filling rate, free edge and characteristic times**

Differentiating equation (8) gives

dθ = 2πNR exp(−πNR²) dR = (1 − θ) d(πNR²). (11)

Of each increment of disc area, only the fraction 1 − θ falls on bare substrate. Let p be the length of free edge per unit total area. When each free edge advances by dR, the new coverage is dθ = p dR, so

p = 2πNR(1 − θ). (12)

The first factor is the total circumference of the discs per unit area. The second is the chance that a point on a circumference has not been covered by another island. The edge length first rises because the islands grow, and then falls because they merge.

For constant speed, put s = t/τ. Then

dθ/ds = 2s e^(−s²), d²θ/ds² = 2(1 − 2s²)e^(−s²). (13)

The second derivative vanishes at s = 1/√2 and changes from positive to negative there. Filling is fastest at

t = τ/√2, θ = 1 − e^(−1/2) = 0.393, (14)

with the rate dθ/dt = √2 e^(−1/2)/τ.

The time t_q at which the coverage reaches q follows from exp(−t_q²/τ²) = 1 − q:

t_q = τ√(−ln(1 − q)). (15)

For fixed q it is proportional to 1/(v√N). The mean time at which a point is covered is the integral of the probability that it is still bare:

∫₀^∞ (1 − θ) dt = ∫₀^∞ e^(−t²/τ²) dt = τ√π/2 = 1/(2v√N). (16)

The last form uses τ = 1/(v√(πN)). Finally, taking two logarithms of equation (3) gives

ln[−ln(1 − θ)] = 2 ln t + ln(πNv²). (17)

Under the stated assumptions this plot has slope 2. Time must be counted from nucleation: a shifted origin would bend the line.

**5. When is the speed constant?**

The speed depends on how atoms reach the edges. Consider a supply that lands on bare substrate, where adatoms can either leave the surface or join an edge. Atoms arriving on top of islands are assumed not to feed them. Let c be the excess adatom density above its value in equilibrium with an edge, and let F be the net supply per bare area: the arrival rate less the loss rate at that equilibrium density. If detachment from edges is negligible, F is simply the arrival flux. The excess adatoms have lifetime τ_s on the surface, and a unit length of edge captures them at the rate kc. The layer contains n atoms per area.

Take c to be uniform over the bare surface. On connected bare surface this is a good approximation if attachment is slow compared with diffusion, kL/D ≪ 1, where D is the diffusion coefficient. At roughly two-thirds coverage, however, the bare surface breaks up into separate pockets that exchange no adatoms, and from then on a common c is only an assumption of the model. Take also a quasi-steady balance, which holds if τ_s is short compared with the growth time and the adatom density is small compared with n. Per unit total area, supply equals loss plus capture:

F(1 − θ) = (1 − θ)c/τ_s + pkc. (18)

Equation (12) remains valid because all islands share the same R(t). Dividing by 1 − θ gives

F = c/τ_s + 2πNRkc. (19)

An edge receiving kc atoms per length and time advances at v = kc/n. Solving equation (19) for c gives

v = (kFτ_s/n)/(1 + 2πNkτ_sR). (20)

Define v₀ = kFτ_s/n and χ = 2kτ_s/L. Since 2πN = 2/L², the second term in the denominator is χR/L:

dR/dt = v₀/(1 + χR/L). (21)

Multiplying by the denominator and integrating from R = 0 at t = 0 gives

R + χR²/(2L) = v₀t. (22)

**Weak capture.** If χR/L ≪ 1 throughout the interval of interest, then R ≈ v₀t and equation (3) applies. Most of the supplied adatoms leave the surface, so the growing edges hardly deplete them. The shrinking of the bare area does not by itself slow the edges, because supply and loss shrink together.

**Strong capture.** If the quadratic term dominates, R² = 2Lv₀t/χ. With πN = 1/L² and the definitions of v₀ and χ,

πNR² = 2v₀t/(χL) = Ft/n, θ = 1 − exp(−Ft/n). (23)

After a brief start, during which R is not yet large compared with 2L/χ, the early rise is now linear in time. The equivalent rate law, dθ/dt = (F/n)(1 − θ), says that the entire net supply to bare substrate is incorporated. This holds in each separate bare pocket as well, so this limit does not need the pockets to share one c. It does need the diffusion length √(Dτ_s) to be large compared with the bare regions; otherwise adatoms far from an edge leave the surface however large χ is. If atoms landing on islands also descended to the edges, and all atoms were incorporated in the first layer, the balance would instead be dθ/dt = F/n, and the layer would fill linearly to completion. A beam of constant flux therefore does not in general imply a constant edge speed.

Keeping both terms of equation (22) and multiplying it by 2/(χL) gives

Ft/n = (R/L)² + (2/χ)(R/L). (24)

At 90 % coverage (R/L)² = ln 10 = 2.3026. For χ = 400 the last term adds 0.0076, giving Ft/n = 2.3102. The amount actually supplied to the substrate is smaller, because F refers to bare area and the bare area shrinks. Integration of the time-dependent adatom balance, with a lifetime of 10⁻³ min, gave the same 2.3102.

**6. Correlated positions, delayed nucleation and island shape**

**Exclusion.** An existing nucleus may suppress others nearby by depleting adatoms. The multiplication in equation (6) then fails. If no two nuclei are closer than g, the discs cannot overlap while R < g/2, and up to that radius

θ = πNR². (25)

At equal N and R this exceeds equation (8), because no disc area is lost to overlap. Later coverage depends on the full arrangement of the nuclei.

**Delayed nucleation.** Let nucleation attempts occur uniformly in time from 0 to T and uniformly over the whole substrate, with total density N. Some attempts fall on covered ground. Such virtual nuclei may be retained in the count. Suppose Y is attempted at time s on ground already covered from X, which was born at s_X. Then s ≥ s_X + |XY|/v, and Y could reach P no earlier than

s + |YP|/v ≥ s_X + (|XY| + |YP|)/v ≥ s_X + |XP|/v. (26)

X would have reached P by then, so Y changes no coverage.

The islands now differ in radius, so the proof of Section 2 must be adapted. Let X be the nucleus whose unobstructed front reaches P first, at s_X + |XP|/v. For any point Q on the segment from X to P and any other nucleus Y, born at s_Y, the triangle inequality gives

s_Y + |YQ|/v ≥ s_Y + |YP|/v − |PQ|/v ≥ s_X + |XP|/v − |PQ|/v = s_X + |XQ|/v.

No other front reaches Q before that of X, so the path to P stays open and the stopped islands again cover the union of the discs.

A nucleus of birth time s covers P by time t if it lies within v(t − s). The births in each short interval ds have density N ds/T and independently leave P bare with probability exp[−πv²(t − s)²N ds/T]. Multiplying over intervals, for t ≥ T, gives the exponent

(πNv²/T) ∫₀^T (t − s)² ds = πNv²[t³ − (t − T)³]/(3T)
= πNv²(t² − tT + T²/3)
= πNv²[(t − T/2)² + T²/12]. (27)

To leading order in T/t, the effect is a delay by the mean nucleation time T/2.

**Shape.** Let all islands be hexagons with the same orientation. Assume also that merging does not speed up any edge, so that no point is reached sooner than the unobstructed hexagon of some nucleus would reach it. The arrival time then defines a hexagonal distance that also obeys the triangle inequality, so the argument of Section 2 carries over. Faceted crystals need not meet this assumption: a re-entrant corner between merged islands supplies kinks, and if kinks take up atoms faster than flat sides, the layer fills beyond the union of the hexagons and closes sooner. The area of an isolated island replaces πv²t². It is 2√3 v²t² if v is the speed of the sides, and (3√3/2)v²t² if v is the speed of the corners. Times to a given coverage are multiplied by √(π/b), where b is the new area coefficient. For differently oriented hexagons there is no common distance function, and this proof does not apply.

**7. A worked example: domains merging on copper**

Graphene grown on copper from a carbon-bearing gas near 1300 K can form by the expansion and merging of separate domains. Round, rough parameters for this regime are N = 1.0 × 10⁵ cm⁻² = 1.0 × 10⁻³ µm⁻² and v = 2.0 µm/min. Equation (2) gives

L = 1/√(π × 1.0 × 10⁻³ µm⁻²) = 17.84 µm,
τ = 17.84/2.0 = 8.92 min.

At 5 min the summed disc area is 0.314 and the coverage 0.270. At 10 min the sum is 1.257, already above one, but the coverage is 0.715. At 15 and 20 min the coverage is 0.941 and 0.993. Simulations with 200 patterns of 1600 random nuclei agreed with the law within 0.001 in coverage at these four times. Their mean covering time was 7.898 min, against 7.906 min from equation (16), and the slope fitted between 4 and 14 min was 1.999.

Filling is fastest at 6.31 min, at 0.096 per minute. Half the surface is covered at 7.43 min, and equation (15) gives

t₉₀ = 8.92 × √2.3026 = 13.54 min.

Coverage of 99 % takes 19.14 min. The step from 90 % to 99 % thus needs another 5.6 min, because the remaining bare area lies in the rare regions far from any nucleus.

**Effects left out.** Each comparison below changes one assumption and keeps N and the stated speed fixed.

For adatom capture, take χ = 0.20 and v₀ = 2.0 µm/min. Then kτ_s = χL/2 = 1.78 µm, and the required net supply is F/n = 2.0/1.78 = 1.12 layers/min. The output calls it the arriving flux, which it equals when detachment is negligible. From equations (19) and (21), edges capture the share (χR/L)/(1 + χR/L) of it, which is 0.167 at R = L. Equation (22) gives

t₉₀ = 8.92 × (1.517 + 0.10 × 2.303) = 15.59 min,

which is 15 % later than the constant-speed value. The value of χ and a common adatom density in separate bare pockets are assumptions; much stronger capture would change the law towards equation (23).

For exclusion, nuclei were placed one after another at random, rejecting any closer than g = 0.5/√N = 15.81 µm to an earlier one. When the discs first could touch, the simulated coverage was 0.1962, in agreement with equation (25). The 90 % time fell to 11.37 min, 16 % earlier. The disc areas then sum to 1.62 per unit substrate area, the same as for random nuclei at that time. Overlap takes 0.72 of this sum, against 0.82 for random nuclei, and so leaves a coverage of 0.90 instead of 0.80.

With nucleation spread over T = 2.0 min, equation (27) gives t₉₀ = T/2 + √(τ² ln 10 − T²/12) = 14.52 min, or 7 % later, counted from the start of nucleation. Virtual nuclei make up 0.42 % of the attempts. Aligned hexagons without faster filling of re-entrant corners give 12.89 min if v is the speed of the sides and 14.89 min if it is the speed of the corners, shifts of −5 % and +10 %. A quoted speed must therefore say which distance was measured.

Edge energy slows small islands. For a round island of radius r, edge energy γ per length and area a per atom, adding one atom increases r by a/(2πr) and hence the edge energy by γa/r. This balances the driving energy Δμ at the critical radius r_c = γa/Δμ. Assume γ = 5.0 eV/nm and a supersaturation ratio of 1.5. At 1300 K, Δμ = k_BT ln 1.5 = 0.0454 eV, with k_B the Boltzmann constant, and a = 0.0262 nm². Hence r_c = 5.0 × 0.0262/0.0454 = 2.9 nm. The barrier to forming such an island is πγr_c = 45 eV, about 400 k_BT, so these values can describe only the growth of islands that nucleated under other conditions. At this low ratio detachment is not negligible, and F must be read as the net supply. If the speed is proportional to the remaining driving energy, it is v(1 − r_c/r). The extra time for growth from 2r_c to R is then

Δt = (1/v) ∫ [1/(1 − r_c/r) − 1] dr
= (1/v) ∫ r_c/(r − r_c) dr
= (r_c/v) ln[(R − r_c)/r_c]. (28)

At R = 27.07 µm, the radius for 90 % coverage, this is 0.8 s. The linear speed law is rough at this supersaturation, but the delay is small because r_c is about ten thousand times smaller than R.

**Bearing on real growth.** Nucleation densities and speeds in this process vary widely with surface preparation and gas composition, so 13.5 min is an illustration and not a prediction for a given reactor. Real growth can break the assumptions of constant speed, simultaneous nucleation and independent positions. For the strengths assumed here, these change the 90 % time by between −16 % and +15 %. The shifts have different signs and were computed separately; they should not be read as a total error bound. Patches of a second layer do not count in θ, but they may consume carbon and slow the first layer, an effect not included here. Using equation (3) to plan a growth time therefore requires measured values of N and v, nucleation that is short compared with the growth time, evidence that the edge speed stays constant up to the desired coverage, nearly round islands, and nuclei without marked spatial order. The computed values are collected in the numerical output.

Calculated quantities

```
Island density N: 1.0e+05 cm^-2 = 1.0e-03 um^-2
Radial speed v: 2.0 um/min
Length scale L: 17.84 um; time scale tau: 8.92 min
t = 5 min: disc-area sum 0.314, coverage law 0.2696, simulated 0.2704
t = 10 min: disc-area sum 1.257, coverage law 0.7154, simulated 0.7156
t = 15 min: disc-area sum 2.827, coverage law 0.9408, simulated 0.9411
t = 20 min: disc-area sum 5.027, coverage law 0.9934, simulated 0.9934
Time to 50 % coverage: 7.43 min
Time to 90 % coverage: 13.54 min
Time to 99 % coverage: 19.14 min
Radius v*t at 90 % coverage: 27.07 um
Fastest filling at 6.31 min, coverage 0.393
Largest filling rate: 0.0962 per min
Mean covering time: law 7.906, simulated 7.898 min
Simulated log-log slope: 1.999
Free edge per area at R = L: law 0.04124, simulated 0.04132 um^-1
Five nuclei, R = 0.3 side: finite formula 0.8102, simulated 0.8093, infinite-area law 0.7568
Coverage at R = 1.2 L, one pattern: stopped fronts 0.7664, overlapping discs 0.7663
Capture parameter chi: 0.20; arriving flux 1.12 layers/min
Share of adatoms captured at R = L: 0.167
90 % time with capture: formula 15.59, adatom balance 15.59 min (+15.2 %)
Strong capture (chi = 400): flux*t90 = 2.3102 layers, ln 10 = 2.3026
Exclusion distance: 15.81 um; coverage at first contact 0.1962
90 % time with exclusion: 11.37 min (-16.0 %)
Nucleation spread: 2.0 min; 90 % time 14.52 min (+7.3 %)
Virtual nuclei in that spread: 0.42 %
90 % time, hexagons, v = edge speed: 12.89 min (-4.8 %)
90 % time, hexagons, v = corner speed: 14.89 min (+10.0 %)
Temperature: 1300 K; supersaturation ratio 1.5
Edge energy: 5.0 eV/nm; area per atom 0.0262 nm^2
Driving energy per atom: 0.0454 eV; critical radius 2.88 nm
Delay from edge energy: 0.79 s
```
